\section*{Phonon lifetime and linewidth: why τ is 1/(2Γ), not 1/Γ}

\section{One phonon at zero temperature}

Put a single phonon of angular frequency $\omega_0$ into a crystal at zero temperature, and let it decay into other phonons. Suppose that the probability amplitude for finding it still present is
\begin{equation}
c(t)=e^{-i\omega_0t-\Gamma t},\qquad t\ge 0 .
\end{equation}
The probability that it is present is the squared modulus, $P(t)=|c(t)|^2=e^{-2\Gamma t}$. The probability of decay between $t$ and $t+dt$ is $-\dot P\,dt$, so the mean life, after integration by parts, is
\begin{equation}
\tau=\int_0^\infty t\,(-\dot P)\,dt=\int_0^\infty P\,dt=\frac{1}{2\Gamma}.
\end{equation}
The spectrum follows from the same amplitude:
\begin{equation}
\mathrm{Re}\int_0^\infty e^{i\omega t}c(t)\,dt
=\mathrm{Re}\,\frac{1}{\Gamma-i(\omega-\omega_0)}
=\frac{\Gamma}{(\omega-\omega_0)^2+\Gamma^2}.
\end{equation}
It falls to half its maximum at $\omega-\omega_0=\pm\Gamma$. Thus $\Gamma$ is the half-width, and the full width at half maximum (FWHM) is $2\Gamma=1/\tau$.

\section{The belief and its appeal}

The belief is that the phonon lifetime is the inverse of the imaginary part of the self-energy, $\tau=1/\Gamma$. It has a sound core: a complex frequency $\omega_0-i\Gamma$ does give a signal $e^{-\Gamma t}$, and $1/\Gamma$ is the time in which the vibrational amplitude falls by a factor $e$. The error lies in using that time for the number of phonons or their energy. The formula is also correct where $\Gamma$ denotes the full width. What has to be settled is which width the self-energy supplies, and whether the factor of two survives at finite temperature, where the population is no longer the squared modulus of one amplitude.

\section{What the self-energy gives}

Let $a$ annihilate the phonon and let $\varphi=a+a^\dagger$ be its dimensionless displacement. Couple it to pairs $k$ of distinct modes, with annihilation operators $b_k,c_k$ and frequencies $\omega_1<\omega_2$ (their index $k$ is suppressed):
\begin{equation}
H_3=\hbar\,\varphi\sum_k g_kB_k,\qquad
B_k=(b_k+b_k^\dagger)(c_k+c_k^\dagger),
\end{equation}
with real $g_k$. Add a weak probe $\hbar f(t)\varphi$ and write $X=\sum_kg_kB_k+f$. The Heisenberg equations are
\begin{equation}
\dot a=-i\omega_0a-iX,\qquad \dot a^\dagger=i\omega_0a^\dagger+iX .
\end{equation}
In their sum $X$ cancels, leaving $\dot\varphi=-i\omega_0(a-a^\dagger)$. A second derivative gives
\begin{equation}
\ddot\varphi=-i\omega_0\left[-i\omega_0(a+a^\dagger)-2iX\right]
=-\omega_0^2\varphi-2\omega_0X .
\end{equation}

Now take averages. To leading order in the coupling, the pairs are in equilibrium and respond linearly to the mean displacement:
\begin{equation}
\langle B_k\rangle(\omega)=g_k\chi_k(\omega)\langle\varphi\rangle(\omega),\qquad
\chi_k(t)=-i\theta(t)\langle[B_k(t),B_k(0)]\rangle .
\end{equation}
For time dependence $e^{-i\omega t}$, $\ddot\varphi$ becomes $-\omega^2\varphi$, and the response to the probe is
\begin{equation}
D(\omega)=\frac{\langle\varphi\rangle}{f}
=\frac{2\omega_0}{\omega^2-\omega_0^2-2\omega_0\Sigma(\omega)},\qquad
\Sigma=\sum_kg_k^2\chi_k .
\end{equation}
This fixes the convention. Write $\Sigma=\Delta-i\Gamma$, all three being angular frequencies. If the factor $2\omega_0$ is absorbed into a self-energy $\Pi=2\omega_0\Sigma$, then $-\mathrm{Im}\,\Pi=2\omega_0\Gamma$, which is not a rate.

Assume $|\Sigma|\ll\omega_0$ and a self-energy that varies little across the line, so that it may be evaluated at $\omega_0$. The pole with positive real part is
\begin{equation}
\omega=\omega_0\sqrt{1+2\Sigma/\omega_0}\simeq\omega_0+\Delta-i\Gamma .
\end{equation}
Near it $\omega^2-\omega_0^2\simeq2\omega_0(\omega-\omega_0)$, hence
\begin{equation}
D(\omega)\simeq\frac{1}{\omega-\omega_0-\Delta+i\Gamma},\qquad
-\mathrm{Im}\,D\simeq\frac{\Gamma}{(\omega-\omega_0-\Delta)^2+\Gamma^2}.
\end{equation}
The displacement therefore decays as $e^{-\Gamma t}$, and the line has full width $2\Gamma$, now at any temperature for which the assumptions hold.

To find $\Gamma$, use the equilibrium correlation of each pair member,
\begin{equation}
C_j(t)=(n_j+1)e^{-i\omega_jt}+n_je^{i\omega_jt},\qquad j=1,2,
\end{equation}
where $n_j$ is the Bose occupation. Since $C_j(-t)=C_j^*(t)$, the average commutator is $C_1C_2-C_1^*C_2^*$. In it, the coefficient of $e^{-i(\omega_1+\omega_2)t}$ is
\begin{equation}
(n_1+1)(n_2+1)-n_1n_2=1+n_1+n_2,
\end{equation}
and that of $e^{-i(\omega_2-\omega_1)t}$ is
\begin{equation}
n_1(n_2+1)-(n_1+1)n_2=n_1-n_2 .
\end{equation}
The two conjugate exponentials have negative frequencies and cannot resonate with $\omega_0>0$. A term $e^{-i\Omega t}$ contributes
\begin{equation}
-i\int_0^\infty e^{i(\omega-\Omega+i0)t}dt=\frac{1}{\omega-\Omega+i0},
\end{equation}
whose imaginary part is $-\pi\delta(\omega-\Omega)$. With $\Gamma=-\mathrm{Im}\,\Sigma(\omega_0)$,
\begin{equation}
\Gamma=\pi\sum_kg_k^2\left[(1+n_1+n_2)\,\delta_+ +(n_1-n_2)\,\delta_-\right],
\end{equation}
where $\delta_+=\delta(\omega_0-\omega_1-\omega_2)$ and $\delta_-=\delta(\omega_0+\omega_1-\omega_2)$. The first term is decay into two phonons. The second is coalescence with a thermal phonon $\omega_1$ to form $\omega_2$.

\section{What the population does}

The golden rule gives a transition rate $(2\pi/\hbar)|M|^2\delta(E)$. Here $M=\hbar g_k$ times the square root of the occupation factors, and $\delta(E)=\delta(\omega)/\hbar$, so the prefactor is $2\pi g_k^2$. Let $n$ be the mean occupation of the phonon, and keep all other modes in equilibrium. For decay, loss minus gain is proportional to
\begin{equation}
n(n_1+1)(n_2+1)-(n+1)n_1n_2=n(1+n_1+n_2)-n_1n_2,
\end{equation}
and for coalescence to
\begin{equation}
n\,n_1(n_2+1)-(n+1)(n_1+1)n_2=n(n_1-n_2)-(n_1+1)n_2 .
\end{equation}
The coefficients of $n$ are the thermal factors found in $\Gamma$, but multiplied by $2\pi$ instead of $\pi$.

The terms without $n$ fix the stationary value. Since $(n_j+1)/n_j=e^{\hbar\omega_j/k_BT}$, on resonance
\begin{align}
\frac{1+n_1+n_2}{n_1n_2}&=\frac{(n_1+1)(n_2+1)}{n_1n_2}-1=e^{\hbar\omega_0/k_BT}-1,\\
\frac{n_1-n_2}{(n_1+1)n_2}&=\frac{n_1(n_2+1)}{(n_1+1)n_2}-1=e^{\hbar\omega_0/k_BT}-1 .
\end{align}
Both processes balance at the Bose occupation $n_B(\omega_0)$. Therefore
\begin{equation}
\frac{dn}{dt}=-2\Gamma\,(n-n_B),\qquad \tau=\frac{1}{2\Gamma}.
\end{equation}
This $\tau$ describes one disturbed mode among modes at equilibrium. If many modes are disturbed together, as in heat flow, $n_1$ and $n_2$ also change and this equation does not suffice.

\section{Both decays from one equation}

The ratio of two can be seen within a single description. Let $R_\downarrow$ and $R_\uparrow$ be the rate coefficients for losing and gaining a phonon: the loss rate is $R_\downarrow n$ and the gain rate $R_\uparrow(n+1)$. From the previous section, $R_\downarrow-R_\uparrow=2\Gamma$. For weak coupling to surroundings with short memory, the average of an operator $O$, in the frame rotating at the phonon frequency, obeys the master equation
\begin{equation}
\frac{d\langle O\rangle}{dt}
=R_\downarrow\left\langle a^\dagger Oa-\tfrac12\{a^\dagger a,O\}\right\rangle
+R_\uparrow\left\langle aOa^\dagger-\tfrac12\{aa^\dagger,O\}\right\rangle .
\end{equation}
For $O=a$ the brackets reduce to
\begin{equation}
\tfrac12[a^\dagger,a]a=-\tfrac12a,\qquad \tfrac12a[a,a^\dagger]=+\tfrac12a .
\end{equation}
For $O=N=a^\dagger a$, use $a^\dagger Na=N^2-N$ and $aNa^\dagger=(N+1)^2$. The brackets become
\begin{equation}
(N^2-N)-N^2=-N,\qquad (N+1)^2-N(N+1)=N+1 .
\end{equation}
Hence
\begin{align}
\frac{d\langle a\rangle}{dt}&=-\tfrac12(R_\downarrow-R_\uparrow)\langle a\rangle=-\Gamma\langle a\rangle,\\
\frac{dn}{dt}&=-(R_\downarrow-R_\uparrow)\,n+R_\uparrow=-2\Gamma(n-n_B).
\end{align}
The same transitions damp the amplitude at half the rate at which they relax the population, whatever the temperature.

\section{The error in numbers}

Take a 10 THz phonon and pairs whose total frequency runs from 6 to 16 THz, shared between the members as 0.4 and 0.6. These are round model parameters. Let the coupling density be
\begin{equation}
J(\omega)=\sum_kg_k^2\,\delta(\omega-\omega_1-\omega_2)=4J_0x(1-x),\qquad J_0=0.03\ \mathrm{ps^{-1}},
\end{equation}
where $x$ is the fractional position in the band. The phonon sits at $x=0.4$, so $J(\omega_0)=4(0.03)(0.4)(0.6)=0.0288\ \mathrm{ps^{-1}}$. The difference frequencies reach at most $0.2\times16=3.2$ THz, so coalescence does not contribute to $\Gamma$.

At zero temperature $\Gamma=\pi J(\omega_0)=0.0905\ \mathrm{ps^{-1}}$ and $\tau=1/(2\Gamma)=5.53$ ps. The belief would give 11.05 ps. Diagonalizing the energy-conserving part of the coupling, with 1000 pairs, shows that the population left at 11.05 ps is 0.135. That is $e^{-2}$; a lifetime would leave $e^{-1}=0.368$. The mean life from this calculation is 5.55 ps.

At 300 K the occupations are $n_1=1.116$ and $n_2=0.621$, which multiply $\Gamma$ by 2.736:
\begin{equation}
\Gamma=0.2476\ \mathrm{ps^{-1}},\qquad
\tau=\frac{1}{2(0.2476)}\ \mathrm{ps}=2.02\ \mathrm{ps},
\end{equation}
against $1/\Gamma=4.04$ ps. The full width is $0.495\ \mathrm{ps^{-1}}$ in angular frequency. In ordinary frequency it is $1/(2\pi\tau)=0.0788$ THz, and in wavenumber $1/(2\pi c\tau)=2.63\ \mathrm{cm^{-1}}$. Omitting the $2\pi$ is a separate error, and a larger one.

The numerical check also obtains the amplitude decay at 300 K from $D(\omega)$ with the leading-order self-energy kept at all frequencies, without the pole approximation. The rate is $0.2503\ \mathrm{ps^{-1}}$, which is 1.1\% above $\Gamma$; with $J$ halved, the excess is 0.55\%. This scaling is expected. The terms dropped in solving for the pole, $-\Sigma^2/(2\omega_0)$ and, from the slope of the self-energy, $\Sigma\,d\Sigma/d\omega$, are quadratic in $\Sigma$. Relative to $\Gamma$ they are linear in the coupling density. They correct the result by about a percent here and have no bearing on the factor of two.

\section{When the width is not the inverse lifetime}

The relation FWHM $=1/\tau$ needs one more condition: nothing may disturb the phase of the vibration without changing its population. Suppose that the frequency fluctuates rapidly, so that the phase acquires a random Gaussian part $\vartheta$ with zero mean and variance $2\gamma_\varphi t$. The average amplitude gains the factor
\begin{equation}
\langle e^{-i\vartheta}\rangle=e^{-\langle\vartheta^2\rangle/2}=e^{-\gamma_\varphi t},
\end{equation}
while $a^\dagger a$ is unaffected by a phase. The amplitude then decays at $\Gamma+\gamma_\varphi$ and the population still at $2\Gamma$, so that
\begin{equation}
\mathrm{FWHM}=2(\Gamma+\gamma_\varphi)=\frac1\tau+2\gamma_\varphi .
\end{equation}
With $\gamma_\varphi=0.1\ \mathrm{ps^{-1}}$ in the 300 K example, the width is $2(0.2476+0.1)=0.695\ \mathrm{ps^{-1}}$. Its inverse is 1.44 ps, although the population lifetime is still 2.02 ps. The same holds for the self-energy defined through $D(\omega)$: its imaginary part is now $-(\Gamma+\gamma_\varphi)$, and only the part $\Gamma$ from population-changing transitions gives $\tau=1/(2\Gamma)$. For weak damping, and up to the small corrections to the pole approximation discussed above, the inverse full width is therefore a lower bound on the population lifetime when dephasing is present, and equals it when dephasing is absent. A measured line may be widened further by a spread of frequencies across the sample and by instrumental resolution, neither of which shortens the lifetime.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
phonon frequency             10.0 THz
pair band                    6.0 to 16.0 THz
shares of pair frequency     0.4 and 0.6
coupling density maximum J0  0.030 1/ps
number of pairs              1000
angular frequency w0         62.832 1/ps
J at w0                      0.0288 1/ps
ZERO TEMPERATURE
Gamma, formula               0.09048 1/ps
Gamma/w0                     0.00144
amplitude rate, exact        0.09078 1/ps
tau = 1/(2 Gamma), formula   5.526 ps
mean life, exact             5.548 ps
wrong lifetime 1/Gamma       11.052 ps
population left at 1/Gamma   0.1354
exp(-1), exp(-2)             0.3679, 0.1353
FWHM = 2 Gamma, formula      0.18096 1/ps
FWHM, exact spectrum         0.18168 1/ps
FWHM times mean life         1.0079
2 Gamma as frequency         0.02880 THz
2 Gamma as wavenumber        0.961 cm^-1
TEMPERATURE 300 K
occupations n1, n2           1.1157, 0.6206
thermal factor 1+n1+n2       2.7363
equilibrium n at w0          0.2531
Gamma, formula               0.24758 1/ps
amplitude rate, propagator   0.25032 1/ps
deviation from Gamma         1.11 percent
deviation, half coupling     0.55 percent
downward rate coefficient    0.62045 1/ps
upward rate coefficient      0.12530 1/ps
amplitude rate, master eq.   0.24758 1/ps
population rate, master eq.  0.49515 1/ps
tau from population          2.020 ps
wrong lifetime 1/Gamma       4.039 ps
FWHM = 2 Gamma, formula      0.49515 1/ps
FWHM, propagator spectrum    0.50063 1/ps
FWHM times tau               1.0111
2 Gamma as frequency         0.07881 THz
2 Gamma as wavenumber        2.629 cm^-1
WITH PURE DEPHASING, SAME TEMPERATURE
dephasing rate               0.100 1/ps
amplitude rate               0.34758 1/ps
population rate              0.49515 1/ps
FWHM = 2 x amplitude rate    0.69515 1/ps
1/FWHM                       1.439 ps
true population lifetime     2.020 ps
\end{verbatim}
